# How far a laterally clamped copper pad rises on heating: test program

```python
# RESULT UNDER TEST: an elastic pad of thickness h, fixed at its base, free on
# top and held at zero lateral strain, rises on heating by
#     rise = h * alpha * dT * (1 + nu) / (1 - nu).
# Symbols: alpha = linear expansion coefficient, dT = temperature rise,
# nu = Poisson ratio, E = Young's modulus, Y = yield strength,
# alpha_s = lateral expansion coefficient of the surroundings.
# Also tested: lateral stress, expanding surroundings, gripping side walls,
# a wide pad with free edges, and perfectly plastic yielding.
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

h_um = 1.0
nu = 0.34
alpha = 17e-6
dT = 300.0
E = 120e9
Y = 300e6
alpha_s = 3e-6
NM_PER_UM = 1000.0


def pad_top(radius, wall, cells_r, cells_z, lateral_strain=0.0):
    """Finite elements for a heated round pad; lengths in micrometres.

    wall = 'slip' (radial motion set), 'grip' (vertical motion also zero)
    or 'free'. The base is bonded to a support with the given lateral strain.
    Returns node radii and vertical displacement of the top surface.
    The stiffness is in units of E, which cannot affect the displacement.
    """
    lam = nu / ((1 + nu) * (1 - 2 * nu))
    mu = 1 / (2 * (1 + nu))
    stiffness = np.zeros((4, 4))
    stiffness[:3, :3] = lam + 2 * mu * np.eye(3)
    stiffness[3, 3] = mu
    thermal_stress = stiffness @ (alpha * dT * np.array([1., 1., 1., 0.]))
    dr, dz = radius / cells_r, h_um / cells_z
    r_nodes = np.linspace(0, radius, cells_r + 1)
    sr = np.array([-1., 1., 1., -1.])
    sz = np.array([-1., -1., 1., 1.])
    g = 1 / np.sqrt(3)
    size = 2 * (cells_r + 1) * (cells_z + 1)
    load = np.zeros(size)
    rows, cols, vals = [], [], []
    for i in range(cells_r):
        # All elements in one column share the same matrix.
        k_el, f_el = np.zeros((8, 8)), np.zeros(8)
        for x in (-g, g):
            for y in (-g, g):
                shape = (1 + sr * x) * (1 + sz * y) / 4
                d_r = sr * (1 + sz * y) / (2 * dr)
                d_z = sz * (1 + sr * x) / (2 * dz)
                r = r_nodes[i] + dr * (1 + x) / 2
                b = np.zeros((4, 8))
                b[0, 0::2] = d_r
                b[1, 1::2] = d_z
                b[2, 0::2] = shape / r
                b[3, 0::2] = d_z
                b[3, 1::2] = d_r
                weight = r * dr * dz / 4
                k_el += weight * b.T @ stiffness @ b
                f_el += weight * b.T @ thermal_stress
        for j in range(cells_z):
            n0 = i * (cells_z + 1) + j
            n1 = n0 + cells_z + 1
            nodes = np.array([n0, n1, n1 + 1, n0 + 1])
            dofs = np.column_stack((2 * nodes, 2 * nodes + 1)).ravel()
            load[dofs] += f_el
            rows.append(np.repeat(dofs, 8))
            cols.append(np.tile(dofs, 8))
            vals.append(k_el.ravel())
    matrix = coo_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(size, size)).tocsr()
    fixed = {}
    for i in range(cells_r + 1):
        base = i * (cells_z + 1)
        fixed[2 * base] = lateral_strain * r_nodes[i]
        fixed[2 * base + 1] = 0.0
    for j in range(cells_z + 1):
        fixed[2 * j] = 0.0
        outer = cells_r * (cells_z + 1) + j
        if wall in ('slip', 'grip'):
            fixed[2 * outer] = lateral_strain * radius
        if wall == 'grip':
            fixed[2 * outer + 1] = 0.0
    u = np.zeros(size)
    held = np.array(sorted(fixed))
    u[held] = [fixed[k] for k in held]
    free = np.setdiff1d(np.arange(size), held)
    rhs = (load - matrix @ u)[free]
    u[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    top = np.arange(cells_r + 1) * (cells_z + 1) + cells_z
    return r_nodes, u[2 * top + 1]


def area_mean(r, u):
    f = r * u
    return 2 * np.sum((f[1:] + f[:-1]) * np.diff(r) / 2) / r[-1]**2


def heat_in_steps(strength, steps=300):
    """Heat a point with zero lateral strain and zero vertical stress.

    Returns vertical strain, lateral stress and first temperature rise with
    plastic flow (None if the material remains elastic).
    """
    bulk = E / (3 * (1 - 2 * nu))
    shear = E / (2 * (1 + nu))
    plastic = np.zeros(3)
    onset = None

    def respond(vertical, temperature):
        elastic = np.array([0., 0., vertical]) - alpha * temperature - plastic
        mean = elastic.sum() / 3
        dev = 2 * shear * (elastic - mean)
        mises = np.sqrt(1.5 * np.dot(dev, dev))
        flow = np.zeros(3)
        if mises > strength:
            flow = (mises - strength) / (2 * shear) * dev / mises
            dev = dev * strength / mises
        return dev + 3 * bulk * mean, flow

    for temperature in np.linspace(0, dT, steps + 1)[1:]:
        vertical = brentq(lambda e: respond(e, temperature)[0][2],
                          0.0, 0.05, xtol=1e-15, rtol=1e-13)
        stress, flow = respond(vertical, temperature)
        if onset is None and np.any(np.abs(flow) > 0):
            onset = temperature
        plastic = plastic + flow
    return vertical, stress[0], onset


# Derived formulas
free_rise = h_um * alpha * dT * NM_PER_UM
factor = (1 + nu) / (1 - nu)
clamped_rise = free_rise * factor
stress_elastic = -E * alpha * dT / (1 - nu)
bulge = -2 * nu * stress_elastic / E * h_um * NM_PER_UM
soft_rise = (alpha + 2 * nu * (alpha - alpha_s) / (1 - nu)) \
    * dT * h_um * NM_PER_UM
yield_dT = Y * (1 - nu) / (E * alpha)
yielded_rise = (3 * alpha * dT - 2 * Y * (1 - 2 * nu) / E) \
    * h_um * NM_PER_UM
upper_rise = 3 * free_rise

# Clamped pad and expanding surroundings, from the full displacement field
r, u = pad_top(2.0, 'slip', 16, 8)
fe_rise = area_mean(r, u) * NM_PER_UM
assert np.allclose(u * NM_PER_UM, clamped_rise, rtol=1e-8)
r, u = pad_top(2.0, 'slip', 16, 8, alpha_s * dT)
fe_soft = area_mean(r, u) * NM_PER_UM
assert np.allclose(u * NM_PER_UM, soft_rise, rtol=1e-8)

# Gripping walls: two radii, each on two meshes (corner fields converge slowly)
grip = {}
for radius in (1.0, 5.0):
    means = []
    for cells in (12, 24):
        r, u = pad_top(radius, 'grip', int(radius * cells), cells)
        means.append(area_mean(r, u) * NM_PER_UM)
    assert abs(means[1] / means[0] - 1) < 0.03
    grip[radius] = means
assert grip[1.0][1] < grip[5.0][1] < clamped_rise

# A wide pad bonded only at its base is clamped at its centre
r, u = pad_top(10.0, 'free', 100, 10)
wide_centre = u[0] * NM_PER_UM
assert abs(wide_centre / clamped_rise - 1) < 2e-3

# Stepwise heating without and with yielding
strain, stress, onset = heat_in_steps(np.inf)
assert onset is None
assert abs(strain * h_um * NM_PER_UM / clamped_rise - 1) < 1e-8
assert abs(stress / stress_elastic - 1) < 1e-8
strain_y, stress_y, onset_y = heat_in_steps(Y)
step_rise = strain_y * h_um * NM_PER_UM
assert abs(step_rise / yielded_rise - 1) < 1e-8
assert abs(stress_y / (-Y) - 1) < 1e-8
assert 0 <= onset_y - yield_dT <= 1.0 + 1e-9
assert clamped_rise < step_rise < upper_rise

print(f"Pad thickness: {h_um:.1f} um")
print(f"Poisson ratio: {nu:.2f}")
print(f"Expansion coefficient of pad: {alpha*1e6:.1f} ppm/K")
print(f"Temperature rise: {dT:.0f} K")
print(f"Young's modulus (model): {E/1e9:.0f} GPa")
print(f"Yield strength (model): {Y/1e6:.0f} MPa")
print(f"Expansion of surroundings (model): {alpha_s*1e6:.1f} ppm/K")
print(f"Free thermal strain: {alpha*dT*100:.3f} percent")
print(f"Free rise: {free_rise:.2f} nm")
print(f"Poisson bulge: {bulge:.2f} nm")
print(f"Clamping factor: {factor:.3f} (no unit)")
print(f"Clamped elastic rise, formula: {clamped_rise:.2f} nm")
print(f"Clamped elastic rise, finite elements: {fe_rise:.2f} nm")
print(f"Elastic lateral stress, formula: {stress_elastic/1e6:.0f} MPa")
print(f"Elastic lateral stress, stepwise: {stress/1e6:.0f} MPa")
print(f"Rise in expanding surroundings, formula: {soft_rise:.2f} nm")
print(f"Same, finite elements: {fe_soft:.2f} nm")
for radius, means in grip.items():
    print(f"Gripping wall, radius {radius:.0f} um, mean rise: "
          f"{means[1]:.1f} nm")
    print(f"  same on coarser mesh: {means[0]:.1f} nm")
print(f"Free-edged pad, radius 10 um, centre rise: {wide_centre:.2f} nm")
print(f"Temperature rise at yield, formula: {yield_dT:.1f} K")
print(f"First plastic step (1 K steps): {onset_y:.0f} K")
print(f"Rise with yielding, formula: {yielded_rise:.2f} nm")
print(f"Rise with yielding, stepwise: {step_rise:.2f} nm")
print(f"Upper limit, zero yield strength: {upper_rise:.2f} nm")
print("every check passed")
```

Output:

```
Pad thickness: 1.0 um
Poisson ratio: 0.34
Expansion coefficient of pad: 17.0 ppm/K
Temperature rise: 300 K
Young's modulus (model): 120 GPa
Yield strength (model): 300 MPa
Expansion of surroundings (model): 3.0 ppm/K
Free thermal strain: 0.510 percent
Free rise: 5.10 nm
Poisson bulge: 5.25 nm
Clamping factor: 2.030 (no unit)
Clamped elastic rise, formula: 10.35 nm
Clamped elastic rise, finite elements: 10.35 nm
Elastic lateral stress, formula: -927 MPa
Elastic lateral stress, stepwise: -927 MPa
Rise in expanding surroundings, formula: 9.43 nm
Same, finite elements: 9.43 nm
Gripping wall, radius 1 um, mean rise: 6.4 nm
  same on coarser mesh: 6.3 nm
Gripping wall, radius 5 um, mean rise: 9.5 nm
  same on coarser mesh: 9.5 nm
Free-edged pad, radius 10 um, centre rise: 10.35 nm
Temperature rise at yield, formula: 97.1 K
First plastic step (1 K steps): 98 K
Rise with yielding, formula: 13.70 nm
Rise with yielding, stepwise: 13.70 nm
Upper limit, zero yield strength: 15.30 nm
every check passed
```
